\section*{Lateral Interface-Trap Density from Charge Pumping with a Variable Pulse Top}

\section{The situation}

Electrical stress on a transistor often damages the silicon--oxide interface over only part of the channel. A charge-pumping measurement counts traps by filling them with electrons and then emptying them with holes, once per gate pulse. The current it delivers is a sum over the channel and carries no position label. If the local threshold varies along the channel, however, the top voltage of the pulse decides how far the filled region reaches. Raising the top slightly adds a thin strip, and the extra current counts the traps in that strip.

Consider an n-channel transistor of width $W$, with the drain at $x=0$ and the source at $x=L$. Source, drain and body are grounded. The gate is pulsed at frequency $f$ between a fixed base $V_b$ and a variable top $V$, with linear ramps of slew rate $S$ and a flat top of duration $t_{\rm top}$. The quantity sought is $N(x)$, the areal density of traps that take part in pumping.

The following assumptions hold throughout.
\begin{itemize}
\item The base accumulates holes at every $x$.
\item $S$, $t_{\rm top}$ and $f$ stay fixed while $V$ is changed.
\item The body doping $N_A$ rises from drain to source, so that the local threshold $V_T(x)$ rises with $x$.
\item The surface potential at $x$ follows from the gate voltage and the doping at that $x$, carriers follow the gate without delay, and trap charge does not shift $V_T$.
\end{itemize}
The algebra uses atomic units, so $e=1$ and $\phi_t=kT$ is both a thermal energy and a thermal voltage. The elementary charge is restored for numbers.

\section{One trap over one cycle}

Let $E$ be the trap energy measured from midgap, $f_t$ the probability that the trap holds an electron, and $n,p$ the carrier densities at the surface. With one capture coefficient $c$ for both carriers,
\begin{equation}
\frac{df_t}{dt}=\underbrace{c\,n(1-f_t)-c\,n_1f_t}_{\text{conduction band}}
-\underbrace{\left[c\,p f_t-c\,p_1(1-f_t)\right]}_{\text{valence band}},
\label{rate}
\end{equation}
where $n_1=n_ie^{E/\phi_t}$ and $p_1=n_ie^{-E/\phi_t}$. These values make each bracket vanish in equilibrium.

In the periodic state $f_t$ returns to its initial value, so the integral of the left side over a cycle is zero. The net number of electrons taken from the conduction band therefore equals the net number of holes taken from the valence band. Electrons enter through source and drain and holes through the body, so this number is the charge carried per cycle by the pumping current.

At the base, holes empty the traps at a rate of at least $cN_A$, because accumulation means $p>N_A$. If the base lasts much longer than $1/(cN_A)$, every trap with $p_1\ll p$ starts the next cycle empty. Levels so close to the valence band that $p_1\gg p$ stay filled and do not pump. A trap that is filled from the conduction band at the top and keeps its electron until the holes return then contributes one electron per cycle. This is the role of the accumulating base.

\section{The filling edge and the pumping threshold}

For a trap with negligible emission during the top, equation (\ref{rate}) reduces to $df_t/dt=c\,n(1-f_t)$, hence
\begin{equation}
f_t=1-\exp\left(-c\int n\,dt\right).
\end{equation}
Below strong inversion the surface density obeys $n\propto e^{\psi_s/\phi_t}$, where $\psi_s$ is the surface potential. With $m=dV/d\psi_s$ this becomes $n\propto e^{V/(m\phi_t)}$. Let $n_s(V)$ be the density at the top. Each ramp contributes
\begin{equation}
n_s\int_0^\infty e^{-St/(m\phi_t)}dt=n_s\frac{m\phi_t}{S},
\end{equation}
and the flat part contributes $n_st_{\rm top}$. The filled fraction is therefore
\begin{equation}
G=1-e^{-c\,n_s(V)\,\tau},\qquad \tau=t_{\rm top}+\frac{2m\phi_t}{S}.
\label{G}
\end{equation}

To find the centre and width of this edge, write $c\,n_s\tau=e^{y}$, so that $y=(V-V_0)/(m\phi_t)$, where $V_0$ is the voltage at which $c\,n_s\tau=1$. Then $dG/dy=e^{y}\exp(-e^{y})$. With $s=e^y$, this is the distribution of $\ln s$ when $s$ has density $e^{-s}$. Its moments follow from
\begin{equation}
\int_0^\infty s^ze^{-s}ds=\Gamma(1+z),\qquad
\ln\Gamma(1+z)=-\gamma z+\frac{\pi^2}{12}z^2+\dots
\end{equation}
The coefficient of $z$ is the mean and that of $z^2/2$ the variance. The mean of $y$ is $-\gamma$, with $\gamma=0.577$ Euler's constant, and the variance is $\pi^2/6$. The pumping threshold is defined as the centroid of the edge:
\begin{equation}
c\,n_s(V_T)\,\tau=e^{-\gamma}=0.561,\qquad
\sigma_V=\frac{\pi}{\sqrt6}\,m\phi_t .
\label{VT}
\end{equation}

If $c\tau N_A\gg1$, as in the example below, this threshold lies below that of strong inversion, where $n_s=N_A$. Traps need enough electrons to be filled within $\tau$, which can be far fewer than a conducting channel holds.

An explicit form follows from $n_s=(n_i^2/N_A)e^{\psi_s/\phi_t}$. If $n_c=e^{-\gamma}/(c\tau)$ is the density at threshold, the surface potential there is $\psi_c=\phi_t\ln(n_cN_A/n_i^2)$. For $\psi_c\gg\phi_t$ and $n_c\ll N_A$ the depletion charge gives
\begin{equation}
V_T=V_{FB}+\psi_c+\frac{\sqrt{2\varepsilon N_A(\psi_c-\phi_t)}}{C_{ox}},
\label{VTexp}
\end{equation}
with $\varepsilon$ the permittivity of silicon, $C_{ox}$ the oxide capacitance per area and $V_{FB}$ the flat-band voltage. For an n$^+$ polysilicon gate and a gap of 1.12 eV, $V_{FB}=-0.56\,\mathrm{V}-\phi_t\ln(N_A/n_i)$. In the sum $V_{FB}+\psi_c$ the doping cancels, apart from its weak influence on $\tau$. The variation of $V_T$ along the channel thus comes almost entirely from the depletion charge.

\section{Which traps are counted}

During the falling ramp a filled trap can return its electron to the conduction band before holes arrive. The time available is roughly that between threshold and flat band,
\begin{equation}
t_e\simeq\frac{V_T-V_{FB}}{S},
\label{te}
\end{equation}
and the electron survives with probability $e^{-c\,n_1t_e}$. Set $a=c\,n_it_e\ll1$. The effective width of the window above midgap is, with $s=ae^{E/\phi_t}$ and $dE=\phi_t\,ds/s$,
\begin{align}
\int_0^\infty \exp\left(-ae^{E/\phi_t}\right)dE
&=\phi_t\int_a^\infty\frac{e^{-s}}{s}ds\nonumber\\
&=\phi_t\left[-e^{-a}\ln a+\int_a^\infty e^{-s}\ln s\,ds\right]\nonumber\\
&\simeq\phi_t\left[\ln\frac1a-\gamma\right].
\end{align}
The second line is an integration by parts, and the third uses the mean of $\ln s$ found above.

Below midgap the same happens with holes on the rising ramp. A trap that emits its hole first is filled from the valence band and pumps nothing. By symmetry,
\begin{equation}
\Delta E\simeq2\phi_t\left[\ln\frac{1}{c\,n_it_e}-\gamma\right],\qquad N\simeq D\,\Delta E,
\label{window}
\end{equation}
where $D$ is the trap density per energy, taken as constant across the window. The method thus sees this window and not the whole gap.

Two conditions appear here. First, $t_e$ does not contain the top voltage, because $S$ is fixed. Second, all active traps share nearly the same filling edge if $\tau\ll t_e$. The highest active level has $c\,n_1t_e\simeq e^{-\gamma}$, so that $n_1/n_c=\tau/t_e$. When this ratio is small, capture at threshold outruns emission even for that level. By symmetry the same holds for the lowest active level, where hole emission competes with electron capture. With a long top the levels near either edge of the window would need a higher $V$ than those near midgap.

\section{From the current to the density}

Summing over the channel gives
\begin{equation}
I(V)=I_c+fW\int_0^LN(x)\,G\big(V-V_T(x)\big)\,dx .
\label{I}
\end{equation}
The constant $I_c$ stands for regions outside the channel that are already fully pumped at every $V$ used. In the limit of a sharp edge, $G$ is zero below threshold and one above. Since $V_T$ rises with $x$, the filled region is $0<x<X(V)$, where
\begin{equation}
V_T\big(X(V)\big)=V .
\label{X}
\end{equation}
This region touches the drain, which supplies its electrons. The current is
\begin{equation}
I(V)=I_c+fW\int_0^{X(V)}N(x)\,dx .
\end{equation}
The integrand does not depend on $V$, because the window does not. Leibniz's rule therefore leaves the contribution of the upper limit alone:
\begin{equation}
\frac{dI}{dV}=fW\,N(X)\,\frac{dX}{dV}.
\end{equation}
Differentiating (\ref{X}) gives $V_T'(X)\,dX/dV=1$. Hence
\begin{equation}
\boxed{N(x)=\frac{1}{fW}\,\frac{dV_T}{dx}\,\left.\frac{dI}{dV}\right|_{V=V_T(x)}}
\label{result}
\end{equation}
with $fW$ replaced by $efW$ in ordinary units. The slope $V_T'$ converts traps per volt into traps per length.

\paragraph{Limits.} For $V$ well below $V_T(0)$ no channel trap pumps, and for $V$ well above $V_T(L)$ all active ones do. In both ranges $dI/dV=0$. The total rise of the current is $fW\int_0^LN\,dx$, whatever the shape of $V_T$.

\paragraph{Other threshold shapes.} If $V_T$ falls with $x$, the filled region is $X<x<L$, fed by the source. The moving limit is now the lower one, which brings a minus sign, and $dX/dV$ is negative too. The result keeps its form with $|V_T'|$. If $V_T$ has a maximum inside the channel, as when both ends have low thresholds, then two strips are added at each voltage between the higher end threshold and the maximum, and
\begin{equation}
\frac{dI}{dV}=fW\sum_j\frac{N(x_j)}{|V_T'(x_j)|},\qquad V_T(x_j)=V.
\end{equation}
One measured number cannot separate the two densities. Where the threshold is flat, $V_T'\to0$ and the position information is lost.

\section{Resolution}

Return to the finite edge. Differentiate (\ref{I}), use $u=V_T(x)$ as variable, and define $g(u)=fWN/V_T'$:
\begin{equation}
\frac{dI}{dV}=\int K(V-u)\,g(u)\,du,\qquad K=\frac{dG}{dV}.
\label{conv}
\end{equation}
With $\xi=V-u$ and $g(V-\xi)=g-\xi g'+\tfrac12\xi^2g''-\dots$, the term in $g'$ vanishes because $V_T$ is the centroid. To this order, for slowly varying $m$ and away from the channel ends,
\begin{equation}
\frac{dI}{dV}\simeq g(V)+\tfrac12\sigma_V^2\,g''(V).
\label{blur}
\end{equation}
In position the blur is $\sigma_x=\sigma_V/V_T'$. For a Gaussian trap bump of standard deviation $s$ and nearly constant slope, the second derivative at the centre is $-N_{\rm bump}/s^2$. The recovered peak is then too low by the fraction
\begin{equation}
\frac12\left(\frac{\sigma_x}{s}\right)^2\frac{N_{\rm bump}}{N}.
\label{peak}
\end{equation}
On the flanks, farther than $s$ from the centre but still well away from the channel ends, $g''>0$ and the recovered density is too high. For given $m$, a steeper threshold improves the resolution. For given $m$ and $V_T'$, so does cooling.

\section{If the ramp times are fixed instead}

Suppose each ramp lasts a fixed time $t_r$. Then $S=(V-V_b)/t_r$, and (\ref{te}) gives $t_e\propto1/(V-V_b)$. The window now widens with the top voltage:
\begin{equation}
\frac{\partial\Delta E}{\partial V}=\frac{2\phi_t}{V-V_b}.
\end{equation}
If the slight change of $V_T$ through $\tau$ is neglected, Leibniz's rule gains one term, from the integrand:
\begin{equation}
\frac{dI}{dV}=\frac{fWN}{V_T'}+fW\int_0^{X}D\,\frac{2\phi_t}{V-V_b}\,dx .
\label{false}
\end{equation}
The second term comes from traps already passed and would be misread as traps at the edge. It matters most where a lightly damaged region follows a heavily damaged one.

\section{A worked example}

The channel has $L=800$ nm, $W=100\ \mu$m and a 12 nm oxide, at 300 K. The square root of the doping rises linearly from the drain value, $2\times10^{16}$ cm$^{-3}$, to the source value, $3\times10^{17}$ cm$^{-3}$. The pulse has $f=400$ kHz, $S=5$ V/$\mu$s, $t_{\rm top}=50$ ns and $V_b=-2.2$ V. The rough values $c=10^{-8}$ cm$^3$/s and $n_i=10^{10}$ cm$^{-3}$ are used. The trap density is $10^{10}$ eV$^{-1}$cm$^{-2}$ plus a Gaussian bump of height $4\times10^{10}$ eV$^{-1}$cm$^{-2}$, centred at 250 nm with $s=150$ nm.

The current was obtained by solving (\ref{rate}) over the periodic pulse at 100 positions and 70 trap energies, with the surface potential from the local Poisson equation. The true $N(x)$ is the number of electrons pumped per area and cycle at a top of 1.20 V, where the whole channel is filled.

\paragraph{Threshold at 348 nm.} Here $m=1.388$, so $\tau=50+2(1.388)(25.85)/5=64.4$ ns and $n_c=0.561/(c\tau)=8.7\times10^{14}$ cm$^{-3}$. The doping law gives $N_A=1.01\times10^{17}$ cm$^{-3}$. The sum $V_{FB}+\psi_c$ is $-0.56+0.02585\ln(8.7\times10^4)=-0.266$ V. With $\psi_c=0.711$ V, relative permittivity 11.7 and $C_{ox}=0.2878\ \mu$F/cm$^2$, the depletion term is 0.527 V. Thus $V_T=0.261$ V.

\paragraph{Density at 348 nm.} The slope is 0.870 mV/nm, or 8700 V/cm, and the simulated derivative is 1.599 nA/V. With $efW=6.41\times10^{-16}$ A\,cm,
\begin{equation}
N=\frac{(8700)(1.599\times10^{-9})}{6.41\times10^{-16}}
=2.17\times10^{10}\ \mathrm{cm^{-2}} .
\end{equation}
The true value is $2.22\times10^{10}$ cm$^{-2}$. The emission time is 248 ns, so $c\,n_it_e=2.48\times10^{-5}$ and (\ref{window}) gives $\Delta E=2(0.02585)(10.60-0.58)=0.52$ eV. The mean density per energy is then $4.2\times10^{10}$ eV$^{-1}$cm$^{-2}$, as put in at this position. The ratio $\tau/t_e$ is 0.26, small enough for a nearly common filling edge.

\paragraph{The profile.} In units of $10^9$ cm$^{-2}$:
\begin{center}
\begin{tabular}{rrr}
$x$ (nm) & recovered & true\\
148 & 21.6 & 22.1\\
252 & 25.3 & 26.4\\
348 & 21.7 & 22.2\\
452 & 14.0 & 13.7\\
548 & 8.6 & 8.1
\end{tabular}
\end{center}
The peak is low by 4.2\% and the outer flank high, as (\ref{blur}) requires. With $\sigma_x\simeq51$ nm near the peak and four fifths of the density in the bump, (\ref{peak}) predicts a loss of $\frac12(51/150)^2(0.8)=4.6\%$. Between 150 and 600 nm the largest deviation from the true density is 5.7\%, and 0.9\% for a uniform trap density. When the edge (\ref{G}) is kept in full, the predicted $dI/dV$ for the bump agrees with the simulated one to 0.1\% over the same range. The error of the sharp-edge formula here is therefore smearing.

\paragraph{Base and slew rate.} With the top held at 1.20 V and the slew rate and frequency fixed, lowering the base to $-2.5$ V leaves the current unchanged to four decimals. Raising it to $-0.2$ V leaves 0.7\% of the current, because holes no longer return in sufficient number. Raising the slew rate by 20\% increases the current by 0.915 of what (\ref{te}) and (\ref{window}) predict. The sign of the difference can be understood. Equation (\ref{te}) holds the end points of the emission interval fixed, but for the highest active level emission begins when $n$ falls to about $n_1\propto S$, and it ends when holes are captured within the time the ramp allows, which needs $p\propto S$. On a faster ramp the interval therefore covers more voltage, and $t_e$ falls more slowly than $1/S$. With fixed ramp times, the false term as written in (\ref{false}) would reach 5.2\% of the true density between 150 and 600 nm. The moving end points and the rise of $V_T$ through the shorter $\tau$, both left out there, lower this to about 4\%.

\section{Where the threshold map comes from}

The position axis is the delicate part. At mid-channel the strong-inversion threshold lies 188 mV above $V_T$, which at 0.87 mV/nm is more than 200 nm. Using it as the marker assigns to each $x$ traps that lie nearer the source. Beyond about 550 nm it even exceeds $V_T(L)$, so the assigned edge lies past the end of the channel, where there are no traps to count. Between 150 and 600 nm the density is then wrong by up to 81\%, and this largest error occurs where the marker has left the channel. The capture coefficient matters as well. If it is ten times larger than assumed, (\ref{VT}) lowers $V_T$ by $m\phi_t\ln10$, and the edge at mid-channel moves by about 100 nm.

A fresh device can supply the map. Suppose that before stress the active density is uniform, $N_0$, that stress leaves $V_T$ and the window unchanged, and that $I_c$ has been subtracted. Then $I_0(V)=fWN_0X$, and the plateau current is $I_{0,\max}=fWN_0L$. Division gives
\begin{equation}
X(V)=L\,\frac{I_0(V)}{I_{0,\max}},\qquad
\frac{N(X)}{N_0}=\frac{dI/dV}{dI_0/dV}.
\label{cal}
\end{equation}
The second relation follows because both derivatives contain the same $dX/dV$. No capture coefficient enters.

Applied to the simulated currents, with uniform traps of $10^{10}$ eV$^{-1}$cm$^{-2}$ in the fresh device, (\ref{cal}) finds positions to within 4.7 nm and densities to within 8.8\% between 150 and 600 nm. The densities still contain the smearing described above. In addition, the active density is not quite uniform even in the fresh device, since $\Delta E$ falls slightly toward the source. If the fresh traps are not uniform, the position axis is distorted accordingly.

\section{The model beside a real device}

The example is in the regime of a laterally diffused power transistor, whose body doping is highest at the source and falls toward the drain. The dimensions, doping and background trap density are rough typical values, and the bump is chosen. Such a device needs a body contact separate from the source, so a test structure may be required. Its lightly doped drain region under the gate is pumped too, and drops out of the derivative only while its contribution is constant.

Real devices also break the assumption that trap charge leaves the threshold alone. If all active traps at the peak carried one charge of the same sign, the shift would be $eN/C_{ox}=15$ mV, or 17 nm. Heavier damage or trapped oxide charge moves the edge in proportion, and then (\ref{cal}) fails too.

Confinement of the electrons at the interface is neglected too, and for these numbers it matters more. For a (100) surface, a triangular-well estimate at 348 nm gives about a third of the classical number of electrons per area at the same surface potential. If capture falls in proportion, $V_T$ rises there by about 38 mV and the edge moves by about 44 nm toward the drain. The shift grows toward the source, where the field is higher, and this steepens the threshold by about 8\%. Equation (\ref{VTexp}) leaves this shift out, whereas a map measured through (\ref{cal}) contains it.

The junctions break the assumption of a local surface potential. A depth-averaged estimate without junctions moves the edge by only 2 nm at mid-channel, but the drain junction lowers $V_T$ well into the channel. In a two-dimensional Poisson solution with an abrupt n$^+$ drain 100 nm deep, the edge moves toward the source by roughly 40 nm at $x=150$ nm and 10 nm at 250 nm, and the slope there is larger by roughly a half and a tenth. A lightly doped drain roughly halves the effect at 150 nm. Since the slope multiplies $N$, a map from (\ref{VTexp}) is not reliable within about 250 nm of the drain for these numbers. An n$^+$ source likewise lowers the threshold near $x=L$, so that $V_T$ has a maximum close to the source, where two strips are added at once.

The following effects are smaller. Electrons diffuse along the channel in about 0.6 ns, much less than the 50 ns top. The largest oxide field is 1.04 MV/cm, a drop of about 1.2 V across the oxide. This is less than the barrier of about 3.1 eV, so an electron would have to tunnel through all 12 nm, which is negligible. In accumulation the hole density reaches 0.43 of the valence-band density of states, so Boltzmann statistics is inaccurate there. That alters how fast traps are emptied at the base, which is already complete. With $m$ and $V_T'$ fixed, the mid-channel blur would grow from 54 nm at 300 K to 72 nm at 400 K. The actual growth is larger, because the higher $n_i$ lowers $\psi_c$, which raises $m$ and flattens the threshold.

The traps are also discrete. A strip 53 nm long and 100 $\mu$m wide at $2.17\times10^{10}$ cm$^{-2}$ holds about 1150 of them, so independent random placement gives a scatter of about 3\% in the number within such a strip. In a device 1 $\mu$m wide the same strip would hold about 12, with a scatter of about 30\%, and a smooth $N(x)$ would lose its meaning on this scale. The numerical output that follows gives the remaining values.

\section*{Table of computed values}
\begin{verbatim}
temperature 300 K, thermal voltage 25.85 mV
channel length 800 nm, width 100 um, oxide 12 nm
doping at drain 2.0e+16, at source 3.0e+17 cm^-3
intrinsic density 1.0e+10 cm^-3, capture coeff. 1.0e-08 cm^3/s
frequency 400 kHz, slew 5.0 V/us, top time 50 ns
base -2.20 V, top swept -0.40 to 1.20 V
flat band: first cell -0.936, last cell -1.005 V
oxide capacitance 0.2878 uF/cm^2
q f W = 6.4087e-16 A cm
trap input: 1e10 + bump 4e10 /(eV cm^2), centre 250 nm, sigma 150 nm
x nm | V_T V | slope mV/nm | dI/dV nA/V | N formula | N true (1e9 cm^-2)
148 | 0.0886 | 0.8585 | 1.6117 | 21.59 | 22.13
252 | 0.1782 | 0.8651 | 1.8708 | 25.25 | 26.37
348 | 0.2615 | 0.8700 | 1.5987 | 21.70 | 22.21
452 | 0.3522 | 0.8745 | 1.0281 | 14.03 | 13.67
548 | 0.4364 | 0.8780 | 0.6246 | 8.56 | 8.10
x nm | m | tau ns | blur mV | blur nm | t_emit ns | window formula, true eV
148 | 1.271 | 63.1 | 42.1 | 49.1 | 209 | 0.527, 0.530
348 | 1.388 | 64.4 | 46.0 | 52.9 | 248 | 0.519, 0.525
548 | 1.505 | 65.6 | 49.9 | 56.8 | 286 | 0.511, 0.520
plateau current: uniform 0.2687, bump 0.7525 nA
worst deviations below are for 150 nm < x < 600 nm unless stated
formula, uniform traps: 0.9 %
formula, trap bump: 5.7 %
smearing law for dI/dV: 0.1 %
window formula, all x: 2.3 %
strong-inversion threshold as marker: 81 %
strong-inversion minus pumping threshold, mid: 188 mV
calibrated position: 4.7 nm, density: 8.8 %
plateau ratio, base -2.5 V: 1.0000; base -0.2 V: 0.0069
slew effect, simulated/formula: 0.915
false part of N if ramp times fixed, largest: 5.2 %
edge shift, lateral electrostatics, mid: 1.98 nm
edge shift, all peak traps charged: 17.0 nm
edge shift, capture coeff. times ten, mid: 96.9 nm
blur, mid: 54.0 nm; scaled to 400 K: 72.0 nm
electron transit time by diffusion: 0.62 ns
largest oxide field 1.04 MV/cm, tunnelling exponent 233
largest hole density at base / valence-band density: 0.43
\end{verbatim}
